# Growth of the fastest meander on a train of atomic steps

A vicinal surface carries parallel atomic steps a distance $l$ apart. Atoms arriving from the vapour make every step advance in the $+x$ direction, towards its lower terrace. In the frame of the average step position, each step has the same small displacement

$$\zeta(y,t)=\varepsilon e^{\omega t}\cos qy ,$$

so the steps meander in phase. The linear growth rate is

$$\omega(q)=Aq^2-Bq^4,\qquad A=2\ \mathrm{nm^2/s},\quad B=50\ \mathrm{nm^4/s}.$$

With any other consistent units of length and time, the same numerical coefficients give the same numerical answers. The numerical output after the text collects the values used.

## (a) Which meander grows fastest, and which meanders grow at all?

**Answer.** Put $u=q^2\ge 0$ and complete the square:

$$\omega=Au-Bu^2=\frac{A^2}{4B}-B\left(u-\frac{A}{2B}\right)^2 .$$

Expanding the square gives $-Bu^2+Au-A^2/(4B)$, and the first term cancels the constant. Since $B>0$, the square can only lower $\omega$, so the maximum is global:

$$q_*^2=\frac{A}{2B}=\frac{2}{100}=0.02\ \mathrm{nm^{-2}},\qquad
\omega_*=\frac{A^2}{4B}=\frac{4}{200}=0.02\ \mathrm{s^{-1}} .$$

Hence $q_*=0.1414\ \mathrm{nm^{-1}}$ and the wavelength is $2\pi/q_*=44.4$ nm. Writing $\omega=q^2(A-Bq^2)$ shows that growth requires $0<q<\sqrt{A/B}=0.2\ \mathrm{nm^{-1}}$. Longer waves grow slowly because $q^2$ is small; shorter ones are smoothed away.

## (b) How long does the fastest mode need to grow a hundredfold in amplitude? Compare its squared amplitude and the mode with half its wavenumber.

**Answer.** The amplitude ratio is $e^{\omega_*t}$. Setting it to 100 and taking the logarithm gives

$$t_{100}=\frac{\ln100}{\omega_*}=\frac{4B\ln100}{A^2}
=\frac{4.605}{0.02}\approx 230\ \mathrm{s}\quad(3.8\ \mathrm{min}).$$

The squared amplitude grows as $e^{2\omega_*t}$, so its hundredfold time is half as long, 115 s. At $q=q_*/2$, $q^2=0.005\ \mathrm{nm^{-2}}$ and

$$\omega=2(0.005)-50(0.005)^2=0.00875\ \mathrm{s^{-1}},$$

which gives 526 s for the amplitude.

A direct evolution of a cosine profile under $\zeta_t=-A\zeta_{yy}-B\zeta_{yyyy}$, with derivatives replaced by differences, also gives 230.26 s. On a 1000 nm periodic step the largest discretized rate is $0.019964\ \mathrm{s^{-1}}$, slightly below $\omega_*$, because the allowed wavenumbers $2\pi n/1000\ \mathrm{nm^{-1}}$ miss $q_*$.

## (c) Suppose adatoms attach freely to the step at the back of their terrace but cannot descend at its front edge. Find $A$ and explain its sign.

Let $F$ be the arrival rate per area, $D$ the adatom diffusion constant, $\Omega$ the area per atom and $f=\Omega F$ the number of layers deposited per second. Neglect evaporation and island formation. Take the density to adjust quickly compared with step motion, and hold it at $c_{\rm eq}$ at the attaching step. Smoothing by line tension is treated in part (d).

**Answer.** For straight steps the terrace occupies $0<x<l$, and

$$Dc_0''+F=0,\qquad c_0(0)=c_{\rm eq},\qquad c_0'(l)=0 .$$

Two integrations give

$$c_0-c_{\rm eq}=\frac FD\left(lx-\frac{x^2}{2}\right).$$

For a meander write $c=c_0(x)+c_1(x)\cos qy$, with $\varepsilon$ now the instantaneous amplitude. The diffusion equation gives $c_1''=q^2c_1$. Expanding the edge conditions at $x=\zeta$ and $x=l+\zeta$ to first order gives

$$c_1(0)=-\varepsilon c_0'(0),\qquad c_1'(l)=-\varepsilon c_0''(l).$$

The tilt of the edge normal multiplies a density gradient along $y$, so it enters at second order.

A step receives atoms from the terrace ahead and, in general, from the terrace behind. All terraces are equivalent, so its velocity is $\Omega D$ times the difference between $\partial_xc$ at the back and front of one terrace. The terms $\zeta c_0''$ cancel because $c_0''$ is constant. Thus

$$\omega\varepsilon=\Omega D[c_1'(0)-c_1'(l)]
=-\Omega D\int_0^l c_1''\,dx
=-\Omega Dq^2\int_0^l c_1\,dx .$$

At leading order in small $ql$, $c_1''=0$. The solution satisfying both edge conditions is $c_1=-\varepsilon c_0'(x)$: the straight-step density is simply shifted with the edge. Therefore

$$\omega=\Omega Dq^2[c_0(l)-c_{\rm eq}]+O(q^4),\qquad
A=\Omega D\,\frac FD\,\frac{l^2}{2}=\frac{fl^2}{2}.$$

The shifted density is $c_0(x-\zeta)$ to first order, so its current along $y$ is $-D\partial_yc=Dc_0'\zeta_y$. Integrated across the terrace, this is $(A/\Omega)\zeta_y$. It carries atoms towards larger $\zeta$, feeding the parts of the step already ahead. Conservation then gives $\zeta_t=-A\zeta_{yy}$, which is growth.

## (d) Solve the terrace problem for any $ql$. Add smoothing by diffusion along the edge and identify $B$. What happens without that smoothing?

**Answer.** Let $X=ql$ and $c_1=P\cosh qx+Q\sinh qx$. Since $c_0'(0)=Fl/D$ and $c_0''=-F/D$, the edge conditions give

$$P=-\frac{\varepsilon Fl}{D},\qquad
q(P\sinh X+Q\cosh X)=\frac{\varepsilon F}{D}.$$

Substituting $P$ and dividing by $\cosh X$,

$$qQ=\frac{\varepsilon F}{D}\left(\operatorname{sech}X+X\tanh X\right).$$

Now $c_1'(0)=qQ$ and $c_1'(l)=\varepsilon F/D$, so the terrace contribution is

$$\omega_{\rm terrace}=f\left(\operatorname{sech}X-1+X\tanh X\right).$$

The small-$X$ expansions are

$$\operatorname{sech}X=1-\frac{X^2}{2}+\frac{5X^4}{24}-\frac{61X^6}{720}+\cdots,$$

$$X\tanh X=X^2-\frac{X^4}{3}+\frac{2X^6}{15}-\cdots .$$

Adding them gives

$$\omega_{\rm terrace}=f\left(\frac{X^2}{2}-\frac{X^4}{8}+\frac{7X^6}{144}-\cdots\right).$$

Along the edge, line tension makes the chemical potential proportional to $-\zeta_{yy}$. The edge current is proportional to minus its gradient, hence to $+\zeta_{yyy}$. Conservation supplies another derivative and a minus sign, so $\zeta_t=-K\zeta_{yyyy}$ with $K>0$, a contribution $-Kq^4$ to $\omega$. Hence

$$B=K+\frac{fl^4}{8}.$$

Without edge smoothing the terrace model has no short-wave cutoff. Its rate vanishes at $X=0$ and has the positive derivative

$$f\left[\tanh X(1-\operatorname{sech}X)+X\operatorname{sech}^2X\right],\qquad X>0,$$

so every wavelength grows. For large $X$ the rate approaches $f(X-1)$. The truncated form $X^2/2-X^4/8$ wrongly predicts stability for $X>2$, outside its range. The missing cutoff rests on holding $c_{\rm eq}$ fixed. Line tension also raises the equilibrium density at a protrusion by $c_{\rm eq}\Gamma q^2\zeta$, with $\Gamma$ a capillary length. This adds $-\Omega Dc_{\rm eq}\Gamma q^3\tanh ql$ to $\omega$, which cuts off short waves and adds $\Omega Dc_{\rm eq}\Gamma l$ to $B$; it is neglected here.

## (e) Now let adatoms descend with difficulty, so that $c'(l)=-[c(l)-c_{\rm eq}]/l_-$ for straight steps. How does $A$ change?

**Answer.** Write $c_0-c_{\rm eq}=(F/D)(bx-x^2/2)$. The front condition gives

$$b-l=-\frac{bl-l^2/2}{l_-}
\quad\Longrightarrow\quad
b=\frac{ll_-+l^2/2}{l+l_-},\qquad
l-b=\frac{l^2}{2(l+l_-)} .$$

The linearized front condition is

$$c_1'+\varepsilon c_0''=-\frac{c_1+\varepsilon c_0'}{l_-},$$

and $c_1=-\varepsilon c_0'$ makes both sides vanish. The long-wave result of part (c) therefore still holds:

$$A=\Omega D[c_0(l)-c_{\rm eq}]
=\Omega Dl_-\frac FD(l-b)
=\frac{fl^2}{2}\frac{l_-}{l+l_-}.$$

Free descent, $l_-\to0$, removes the instability at this order; blocked descent, $l_-\to\infty$, restores part (c).

To relate $l_-$ to an extra barrier $E$, let the last hop, of length $a$, be slower than a terrace hop by $r=e^{-E/k_BT}$. If $c_s$ is the density at the last terrace site, the current is $j=(D/a)r(c_s-c_{\rm eq})$. Extrapolating the terrace density by one site gives $c(l)=c_s-ja/D$, so $c(l)-c_{\rm eq}=(ja/D)(1/r-1)$. Comparison with $j=(D/l_-)[c(l)-c_{\rm eq}]$ yields $l_-=a(e^{E/k_BT}-1)$. The length that enters is the distance the hop advances normal to the step, which is shorter than the hop itself when hops run obliquely to the step.

## (f) Set the numbers beside growth on vicinal Cu(0 1 12) at 320 K. Which assumptions matter most?

Use rough values: lattice constant 0.36 nm, terrace hop barrier 0.4 eV, extra descent barrier 0.1 eV and attempt rate $10^{13}\ \mathrm{s^{-1}}$. Keep $B=50\ \mathrm{nm^4/s}$ as a chosen model value.

**Answer.** The step height is half the lattice constant and the surface slope is $1/12$, so $l=12(0.18)=2.16$ nm. With blocked descent,

$$f=\frac{2A}{l^2}=\frac{4}{(2.16)^2}=0.857\ \text{layers/s}.$$

At this rate $t_{100}$ corresponds to 197 layers. At fixed $l$ and $B$, $t_{100}\propto f^{-2}$, so slower deposition lengthens it strongly. This rate is forced by the chosen $A$ and is far above usual laboratory growth rates; at 0.003 layers/s the same model gives about $2\times10^7$ s.

The terrace part of $B$ is $2.33\ \mathrm{nm^4/s}$, leaving $K=47.67\ \mathrm{nm^4/s}$. Here $q_*l=0.3055$, and keeping all powers of $q$ changes the time only to 229.9 s. The hop length is $a=0.36/\sqrt2=0.255$ nm. With attempt rate $\nu$ in each hop direction and hop barrier $E_h$, $D=a^2\nu e^{-E_h/k_BT}\approx3.2\times10^5\ \mathrm{nm^2/s}$. The ratio $fl^2/D=1.2\times10^{-5}$ supports the fast-adatom assumption.

Finite descent matters much more. On this open step the hops run at $45^\circ$ to the edge and advance only $a/\sqrt2=0.18$ nm normal to it. With that length and $k_BT=0.0276$ eV, the formula of part (e) gives $l_-\approx6.6$ nm, and $A$ is multiplied by $6.6/(2.16+6.6)\approx0.75$. (The numerical output lists 9.31 nm, 0.812 and 349 s, which use the full hop length and would apply to hops normal to the step.) Holding $f$, $l$ and $B$ fixed,

$$t_{100}\approx\frac{230}{0.75^2}\approx410\ \mathrm{s}.$$

This number depends strongly on the rough barrier: 0.05 eV gives a factor 0.30 and more than 2000 s, while 0.15 eV gives 0.95 and about 255 s.

The continuous density is also a rough approximation, because the terrace is only 12 atomic rows wide, with row spacing $s=0.18$ nm. Suppose $N$ rows hold mobile atoms between the attaching row and the blocked edge. The current from row $j$ to row $j-1$ is $Fs(N+1-j)$, and adding the density differences gives $c_N-c_{\rm eq}=(Fs^2/D)N(N+1)/2$. The continuous result has $12^2/2=72$ in place of $N(N+1)/2$. Depending on how the rows beside the edges are counted, $N=11$ or 10 gives 66 or 55, which multiplies $A$ by about 0.92 or 0.76. At fixed $f$ and $B$, 230 s becomes roughly 270 or 400 s, so this matters about as much as finite descent.

Kinks can also steer atoms along the edge. If each arriving atom drifts by one kink spacing $d=0.36$ nm per unit slope, the change in $A$ has size $fld$, or $2d/l=0.33$ of $fl^2/2$. Either sign is possible. Applied alone to the blocked-descent result, this scale moves 230 s to roughly 130 or 520 s. It is an estimate, not a bound.

For islands, the mean excess adatom density is $n=Fl^2/(3D)$. Taking the pair-collision rate per area as $Dn^2$, with an unknown factor of order one, gives about 0.15 islands per terrace, per meander wavelength and per layer. That is roughly one island per 300 nm of terrace for each layer: rare in any one layer, but not negligible over the 197 layers deposited during $t_{100}$. These estimates set the scale of the model's assumptions; they do not show that this mechanism causes the meanders seen on real copper.

## (g) Can a naturally rough step grow a hundredfold within the linear theory?

Take one wavelength, $L=44.4$ nm, and a maximum slope of 0.3 as the working limit. Suppose that every step carries the same random disturbance, so that all of it is in phase and grows at $\omega_*$; independent steps are considered at the end. Let the open edge consist of segments that advance by $s=0.18$ nm along $y$ and by $\pm s$ along $x$, with independent signs.

**Answer.** Define $\zeta_q=L^{-1}\int_0^L\zeta e^{-iqy}dy$; a cosine of amplitude $a_q$ has $|\zeta_q|=a_q/2$. Atoms reach this length at rate $flL/\Omega$, and each changes $\zeta_q$ by $\Omega/L$ times a random phase. Later growth amplifies each contribution, and independent variances add:

$$\langle|\zeta_q|^2\rangle
=\frac{flL}{\Omega}\frac{\Omega^2}{L^2}\int_0^t e^{2\omega_*(t-t')}dt'
=\frac{fl\Omega}{2\omega_*L}\left(e^{2\omega_*t}-1\right).$$

At late times the prefactor acts as an initial variance. With $\Omega=0.0648\ \mathrm{nm^2}$ it corresponds to a cosine amplitude of 0.52 nm. Using this value from the start, as done below, slightly overstates the noise when the gain is small.

Remove the mean tilt of the zigzag edge, so that it is periodic; this leaves its slope mode at $q_*$ unchanged. That mode has variance $(s/L)^2(L/s)=s/L$. Since $\zeta_q$ is the slope mode divided by $iq$, for $qs\ll1$

$$\langle|\zeta_q|^2\rangle=\frac{s}{Lq_*^2}
=\frac{0.18}{44.43\times0.02}=0.203\ \mathrm{nm^2},$$

or an amplitude of 0.90 nm. These two independent sources combine to $\sqrt{0.52^2+0.90^2}=1.04$ nm. Thermal noise in the edge diffusion is left out; it would enlarge the seed and lower the gain found below.

The slope limit corresponds to $0.3/q_*=2.12$ nm, so the available gain is about 2, far below 100. At this slope the calculated terrace drive is 0.94 of its linear value; nonlinear edge smoothing is not included in that figure.

A linear hundredfold gain needs a seed no larger than $2.12/100=0.021$ nm. If the steps are independent instead, averaging over $N$ of them lowers the in-phase amplitude by $\sqrt N$, and about $(1.04/0.0212)^2\approx2400$ steps would make it that small. That count is only formal: two independent zigzag edges 12 rows apart touch or cross within one wavelength more often than not, so real neighbours cannot be fully independent. The rest of their roughness changes the terrace widths. Where neighbouring steps are strongly out of phase it decays, but where the phase shift between neighbours is small it grows almost as fast as $\omega_*$ (at $q_*$ the rate is $0.019\ \mathrm{s^{-1}}$ for a shift of 0.05 rad and falls to zero near 0.22 rad). Individual steps can therefore reach the slope limit while the average displacement is still small, so averaging over many steps does not by itself allow a linear hundredfold growth. The 230 s therefore measures the linear growth rate; it is the duration of an actual hundredfold growth only if the initial disturbance is small enough for the slopes to stay within the linear limit.

## Calculated quantities

```
Quadratic coefficient A: 2 nm^2/s
Quartic coefficient B: 50 nm^4/s
Fastest wavenumber: 0.1414 1/nm
Fastest wavelength: 44.43 nm
Cutoff wavenumber: 0.2 1/nm
Fastest rate, formula: 0.02 1/s
Fastest rate, long discretized step: 0.019964 1/s
Natural logarithm of 100: 4.6052
Hundredfold amplitude time, formula: 230.26 s
Hundredfold amplitude time, evolution: 230.26 s
Hundredfold amplitude time: 3.84 min
Hundredfold squared-amplitude time: 115.1 s
Hundredfold time at half the wavenumber: 526.3 s
Lattice constant, rough: 0.36 nm
Temperature: 320 K
Thermal energy: 0.02758 eV
Hop barrier, rough: 0.4 eV
Extra descent barrier, rough: 0.1 eV
Attempt rate, rough: 1e+13 1/s
Terrace width: 2.16 nm
Area per atom: 0.0648 nm^2
Layer rate required by A: 0.8573 layers/s
Layers deposited in hundredfold time: 197.4 layers
Adatom diffusion constant: 3.25e+05 nm^2/s
Fastest wavenumber times terrace width: 0.3055
Terrace part of B: 2.333 nm^4/s
Edge-smoothing part of B: 47.67 nm^4/s
Hundredfold time with all powers of q: 229.88 s
Descent-barrier length: 9.31 nm
Factor on A from finite barrier: 0.812
Hundredfold time with finite barrier: 349 s
Adatom lag ratio f l^2/D: 1.2e-05
Islands per wavelength per layer, estimate: 0.15
Kink-current scale relative to A: 0.33
Slope taken as linear limit: 0.3
Drive at that slope relative to linear: 0.94
Arrival-noise seed amplitude: 0.52 nm
Zigzag-edge seed amplitude: 0.9 nm
Combined seed amplitude: 1.04 nm
Amplitude at slope limit: 2.12 nm
Gain from natural seed to slope limit: 2.04
Largest seed for linear hundredfold gain: 0.0212 nm
Independent steps averaging to that seed: 2.4e+03
```
